# Delocalisation error, missing correlation and the H + H2 barrier

**Question.** In the exchange reaction H + H$_2$ → H$_2$ + H, three electrons pass through a stretched, symmetric arrangement of three nuclei. Why do semilocal density functionals place this arrangement too low in energy, while Hartree-Fock theory places it too high?

## What is being compared

The nuclei are clamped on a line, with equal bond lengths in the transition structure H$_3$. For any property $X$, let

$$\Delta X = X(\mathrm{H_3})-X(\mathrm{H_2})-X(\mathrm{H}),$$

so that the barrier is $V=\Delta E$. Zero-point energy and tunnelling are left out. The reference is full configuration interaction (FCI), which solves the electronic problem completely within a chosen orbital basis, but not beyond it. Hartree-Fock is taken in its unrestricted form, UHF, in which the two spins may have different orbitals. Algebra is in atomic units, numerical energies are in eV.

Two of the three electrons share one spin, called the majority spin; the third has the minority spin. In the reactants, H$_2$ holds one electron of each spin and the free atom holds a majority electron.

## The mechanism in semilocal functionals

The Hartree energy of a density $n$,

$$E_H[n]=\frac12\iint\frac{n(\mathbf r)\,n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r',$$

includes a repulsion of each electron with itself. For a single electron, exact exchange is $E_x=-E_H$ and removes it. Semilocal exchange, built from the local density and perhaps its gradient, cancels it incompletely. The remainder depends on how many centres share the electron.

Consider first one centre carrying a fraction $p$ of an electron, with density $p\,n$, where $n=e^{-2r}/\pi$ is the hydrogen 1s density. The Hartree energy is quadratic in the density, so it becomes $p^2U$ with $U=E_H[n]$. The local density approximation (LDA) for one spin is

$$E_x^{\rm LDA}[n]=-\frac34\left(\frac6\pi\right)^{1/3}\int n^{4/3}\,d\mathbf r ,$$

which scales as $p^{4/3}$. The uncancelled self-interaction is therefore

$$\delta(p)=p^{4/3}\varepsilon+p^2U,\qquad \varepsilon=E_x^{\rm LDA}[n].$$

Both constants can be found by hand. The electrostatic potential of the 1s density is $1/r-e^{-2r}(1+1/r)$, hence

$$U=2\int_0^\infty e^{-2r}\left[r-e^{-2r}(r^2+r)\right]dr
=2\left(\frac14-\frac1{32}-\frac1{16}\right)=\frac5{16}.$$

For exchange,

$$\int n^{4/3}d\mathbf r=\pi^{-4/3}\,4\pi\int_0^\infty r^2e^{-8r/3}dr
=\pi^{-4/3}\,4\pi\cdot2\left(\frac38\right)^3=\frac{27}{64}\,\pi^{-1/3},$$

$$\varepsilon=-\frac34\left(\frac6{\pi^2}\right)^{1/3}\frac{27}{64}.$$

In eV, $U=8.504$ and $\varepsilon=-7.294$.

Now let one electron be shared equally by $M$ protons at infinite separation. Each centre has $p=1/M$, and the total error is

$$M\,\delta(1/M)=M^{-1/3}\varepsilon+\frac UM .$$

At finite distances $R_{ab}$, as long as the densities on different centres do not overlap, the Hartree energy adds $\sum_{a<b}1/(M^2R_{ab})$, which vanishes in this limit. The true energy is that of one hydrogen atom, whatever the value of $M$. The LDA exchange error is instead

- $M=1$: $-7.294+8.504=1.210$ eV;
- $M=2$: $-5.789+4.252=-1.537$ eV;
- $M=3$: $-5.057+2.835\approx-2.22$ eV.

Spreading the electron is rewarded although it should leave the energy unchanged. This is delocalisation error in a one-electron system. The gradient-corrected PBE exchange functional, integrated numerically for the same frozen densities, gives $0.18$, $-2.66$ and $-3.39$ eV. It nearly repairs the single atom, but not the shared electron.

The error does not grow without limit. Setting the derivative of $M^{-1/3}\varepsilon+U/M$ with respect to $M$ to zero gives $M^{2/3}=3U/|\varepsilon|$, or $M\approx6.5$. Beyond that the LDA error shrinks towards zero. From one to three centres, the range needed here, it becomes steadily more negative.

## Why the error does not cancel in the barrier

H$_2$ also has shared electrons, so delocalisation in H$_3$ alone does not settle the sign. A simple orbital model with equal coupling between neighbouring atoms gives the two lowest orbitals of H$_3$ as

$$\left(\tfrac12,\tfrac1{\sqrt2},\tfrac12\right),\qquad
\left(\tfrac1{\sqrt2},0,-\tfrac1{\sqrt2}\right).$$

The minority electron occupies the first, with site populations $\tfrac14,\tfrac12,\tfrac14$. The majority electrons occupy both, with populations $\tfrac34,\tfrac12,\tfrac34$. Each electron in H$_2$ has populations $\tfrac12,\tfrac12$.

If the centres are treated as distant, exact exchange retains only its on-site part, $-p^2U$ for each site and spin. The function $\delta(p)$ then gives the exchange error of every site. The changes from reactants to H$_3$ are

$$\text{minority: }\;2\delta(\tfrac14)+\delta(\tfrac12)-2\delta(\tfrac12)
=2\delta(\tfrac14)-\delta(\tfrac12),$$

$$\text{majority: }\;2\delta(\tfrac34)+\delta(\tfrac12)-2\delta(\tfrac12)-\delta(1)
=2\delta(\tfrac34)-\delta(\tfrac12)-\delta(1).$$

With $\delta(\tfrac14)=-0.62$, $\delta(\tfrac12)=-0.77$, $\delta(\tfrac34)=-0.19$ and $\delta(1)=1.21$ eV, these are about $-0.5$ and $-0.8$ eV. Both lower H$_3$ relative to the reactants. The model gives a reason for the sign, not a usable magnitude: real H$_3$ has overlapping atoms, and its electrons are far from the distant-centre limit.

## The mechanism in Hartree-Fock

Hartree-Fock uses exact exchange, so this one-electron error is absent. What it lacks is correlation. Define $E_c=E_{\rm FCI}-E_{\rm UHF}$, which cannot be positive because UHF is variational. Subtracting reactants from H$_3$ gives

$$V_{\rm UHF}-V_{\rm FCI}=-\Delta E_c .$$

Hartree-Fock overestimates the barrier if, and only if, correlation lowers H$_3$ more than it lowers the reactants. The free atom has one electron and contributes no correlation energy.

In a single determinant, electrons of opposite spin move independently, apart from the average field. They cannot avoid each other from moment to moment. UHF can reduce their encounters by another route: it places the two spins on different atoms. This favours a minority electron concentrated at the centre and majority electrons at the ends.

A related bias appears for fractional charge. Take one full majority electron and a fraction $q$ of a minority electron on an atom. The self-repulsion of the fraction cancels against its exchange, leaving

$$E(q)=\min_{\phi_\uparrow,\phi_\downarrow}
\left[h_\uparrow+q\,(h_\downarrow+J_{\uparrow\downarrow})\right],$$

where $h_\sigma$ are one-electron energies and $J_{\uparrow\downarrow}$ is the repulsion between the two orbital densities. For fixed orbitals the bracket is a straight line in $q$. The lowest of a family of straight lines is concave, so $E(q)$ lies on or above the chord joining its end points. For two such atoms far apart, sharing the minority electron as $q$ and $1-q$, this gives $E(q)+E(1-q)\ge E(0)+E(1)$, whereas the exact energy is the same for every $q$, because the states with the electron on either atom are degenerate. Where the inequality is strict, Hartree-Fock penalises fractional sharing of an electron; this is called localisation error. Concavity alone does not make it strict. On a hydrogen atom Hartree-Fock does not bind the minority electron, so with enough diffuse functions $E(q)$ is flat and the penalty vanishes; it appears only in a basis that confines the minority orbital. For H$_3$ the argument is therefore an analogy, not a derivation. It describes a tendency; the barrier error itself is $-\Delta E_c$.

## A formula for the semilocal error

PBE and Hartree-Fock can be evaluated with the same UHF orbitals. Their kinetic, nuclear and Hartree energies are then identical, and

$$E_{\rm PBE}[{\rm UHF}]=E_{\rm UHF}+\left(E_x^{\rm PBE}-E_x\right)+E_c^{\rm PBE}.$$

Taking $\Delta$ of both sides and subtracting $V_{\rm FCI}=V_{\rm UHF}+\Delta E_c$ gives

$$V_{\rm PBE}[{\rm UHF}]-V_{\rm FCI}
=\Delta\left(E_x^{\rm PBE}-E_x\right)+\left(\Delta E_c^{\rm PBE}-\Delta E_c\right).$$

Letting PBE choose its own orbitals adds a relaxation term. Exchange is a sum over the two spins. The minority channel never holds more than one electron, so its exchange error is entirely self-interaction error. The majority channel holds two electrons in H$_3$, and its error has no such unique reading. The division also depends on using UHF orbitals.

A second relation shows what happens when exact exchange replaces semilocal exchange. Define

$$E_a=E_{\rm PBE}+a\left(E_x-E_x^{\rm PBE}\right)$$

and optimise the orbitals for each $a$. Because the energy is stationary with respect to the orbitals, their response does not contribute to the first derivative. At fixed nuclei,

$$\frac{dV_a}{da}=\Delta\left(E_x-E_x^{\rm PBE}\right)_a,$$

evaluated with the orbitals belonging to $a$. If semilocal exchange favours H$_3$ too strongly, this slope is positive.

## The numbers

The calculations use the 6-311G** basis. Parabolas through three FCI energies give bond lengths of 0.930 Å in H$_3$ and 0.744 Å in H$_2$. With these geometries used for every method, the energies of H$_3$ above the reactants are

| Method | Energy (eV) |
|---|---:|
| LDA | −0.121 |
| PBE | 0.163 |
| FCI | 0.480 |
| UHF | 0.760 |

**Hartree-Fock.** The correlation energy is $-0.977$ eV in H$_2$ and $-1.257$ eV in H$_3$, so

$$\Delta E_c=-1.257+0.977=-0.280\ \text{eV}.$$

This accounts for the whole UHF error, $0.760-0.480=0.280$ eV. Stretching H$_2$ alone to 0.930 Å changes its correlation energy to $-1.053$ eV, a gain of 0.076 eV. The remaining 0.204 eV enters with the third atom. This split depends on the order of the steps: adding the third atom first, with both bonds at 0.744 Å, changes the correlation energy by $-0.309$ eV, and stretching both bonds to 0.930 Å then changes it by $+0.029$ eV. In either order the third atom supplies the larger part.

The FCI wavefunction also becomes less like one determinant. In restricted open-shell orbitals, the weight of its largest determinant falls from 0.983 in H$_2$ to 0.965 in H$_3$. A single determinant still dominates: a modest loss of weight accompanies an energy change that is large on the scale of this barrier.

**PBE.** On UHF orbitals, the exchange error changes by $-0.099$ eV in the majority channel and $-0.106$ eV in the minority channel, $-0.205$ eV in all. PBE correlation changes by $-0.301$ eV, close to the required $-0.280$ eV. Hence

$$-0.205+(-0.301+0.280)=-0.226\ \text{eV},$$

which takes the barrier from 0.480 to 0.254 eV. Relaxing to PBE orbitals lowers it by another 0.091 eV, to 0.163 eV. In this accounting, exchange supplies about two thirds of the PBE error and orbital relaxation most of the rest. The minority channel, about half of the exchange part, is pure one-electron self-interaction; the share of self-interaction in the majority channel is not uniquely defined. The fraction of two thirds belongs to UHF orbitals: on PBE orbitals the exchange error changes by $-0.36$ eV (the slope at $a=0$ given below, with its sign reversed), more than the whole PBE error. Since PBE correlation already supplies roughly the required net change, the extra exchange stabilisation is not compensating for a shortage of correlation in the barrier. The agreement holds for the difference only: the PBE correlation energies of H$_3$, H$_2$ and H are $-1.653$, $-1.189$ and $-0.163$ eV, against $-1.257$, $-0.977$ and $0$ eV, and the value for the one-electron atom is spurious.

**Populations.** Mulliken populations divide the density according to basis functions. They are not observables, but they allow a comparison within one basis. The central atom holds 0.59 minority electrons in PBE, 0.62 in FCI and 0.71 in UHF. Its majority populations are 0.47, 0.43 and 0.35. In this division UHF separates the spins most strongly and PBE least. FCI lies between them, which is consistent with PBE delocalising too much and UHF too little. The populations themselves depend on how the density is divided among the atoms, so only the order of the methods should be read from them, not their closeness to the value of one half in the simple orbital model.

**Exact exchange.** The slope $dV_a/da$ is 0.358, 0.286 and 0.226 eV at $a=0$, $\tfrac12$ and 1. Simpson's rule gives

$$\frac{0.358+4(0.286)+0.226}{6}=0.288\ \text{eV}.$$

A separate calculation at $a=1$, with full exact exchange and PBE correlation, gives a barrier of 0.451 eV. The rise from PBE is $0.451-0.163=0.288$ eV, in agreement. Replacing the exchange term therefore removes most of the underestimate. At $a=\tfrac12$ the barrier is 0.323 eV, still too low. The good result at $a=1$ belongs to this reaction and does not establish a generally suitable fraction.

**Geometry.** With bonds of 0.75 and 1.50 Å, the third atom is still approaching. The PBE error is then $-0.108$ eV and the UHF error $0.072$ eV, against $-0.318$ and $0.280$ eV in symmetric H$_3$. Both errors grow as the three centres come to share the electrons more equally. Distance and sharing change together here, so this comparison does not separate their effects.

## When the symmetric structure is not a saddle

At a saddle point, the energy falls along the reaction coordinate and rises in the other directions. Moving the central atom by 0.06 Å along the axis lowers the FCI energy by 0.010 eV and the UHF energy by 0.021 eV. Moving it 0.10 Å sideways raises the FCI energy by 0.012 eV. FCI therefore has the expected saddle.

The same axial displacement raises the LDA energy by 0.009 eV. LDA turns the barrier top into a well along this coordinate, lying below the reactants. At this geometry LDA errs in the shape of the surface as well as its height. The LDA bond lengths were not relaxed, and the exchange and correlation parts of this error were not separated.

PBE gives a rise of only 0.002 eV; its dependence on the numerical integration grid was not tested. It is safest to call its surface nearly flat there. The displacement was made at the FCI bond length of 0.930 Å, not at the PBE symmetric stationary point, so it does not decide whether that point is a saddle or a shallow well. If it is a well, the highest point of the PBE path lies to either side of it. Any collinear path from reactants to products must cross the line of equal bond lengths, and the lowest PBE energy on that line is 0.163 eV, at a bond length of 0.939 Å and with H$_2$ also relaxed. In either case this value is a lower bound to the collinear PBE barrier. The 0.32 eV underestimate refers to the symmetric structure; the exact top of the PBE path was not located.

The reference has its own limit. With the s and p functions of the cc-pVTZ basis, at the same geometries, PBE, FCI and UHF give 0.164, 0.451 and 0.764 eV. The FCI value moves by 0.03 eV, so even its second decimal is uncertain as a value of the physical barrier. This shift omits d functions and understates the basis error: CCSD(T), which gives 0.483 eV in 6-311G**, gives 0.434 eV in the full cc-pVTZ basis. The errors of PBE and UHF, about 0.3 eV in opposite directions, remain several times larger than these shifts.
